# Melting temperature of a molecular crystal from the Lindemann criterion

## 1. One molecule in a fixed cage

Let one rigid molecule of mass $M$ be held at its lattice site by neighbours that do not move. For a small displacement $\mathbf u=(x,y,z)$ of its centre, and a cage equally stiff in all directions, the potential energy is

$$V=\tfrac12K(x^2+y^2+z^2),\qquad K=M\omega^2 ,$$

where $\omega=2\pi f$ is the angular frequency. In classical equilibrium at temperature $T$, the probability of a displacement $x$ is proportional to $e^{-\alpha x^2}$ with $\alpha=K/(2k_BT)$. Integration by parts gives

$$\int x^2e^{-\alpha x^2}dx=\left[-\frac{x\,e^{-\alpha x^2}}{2\alpha}\right]_{-\infty}^{\infty}+\frac1{2\alpha}\int e^{-\alpha x^2}dx .$$

The bracket vanishes. Dividing by the normalizing integral gives $\langle x^2\rangle=1/(2\alpha)=k_BT/K$. The other two directions contribute equally, so

$$\langle u^2\rangle=\frac{3k_BT}{M\omega^2}. \tag{1}$$

The Lindemann criterion says that the crystal melts when the root-mean-square (rms) displacement reaches a fixed fraction $c_L$ of the nearest-neighbour distance $a$:

$$\sqrt{\langle u^2\rangle}=c_La . \tag{2}$$

Here $\mathbf u$ is measured from the molecule's own site and all three components are counted. Using one component would change $c_L$ by a factor $\sqrt3$. Squaring (2) and inserting (1) gives $3k_BT_m/(M\omega^2)=c_L^2a^2$, hence

$$T_m=\frac{c_L^2M\omega^2a^2}{3k_B}. \tag{3}$$

In a real crystal the neighbours move too, and there are many frequencies. The form of (3) survives, provided that $\omega$ is the right average.

## 2. The whole crystal

Take $N$ identical rigid molecules on equivalent sites, with periodic boundaries. For now, leave out their rotations. To second order in the displacements $u_{i\mu}$ (molecule $i$, direction $\mu$), the energy above the minimum is

$$E=\frac M2\sum_{i\mu}\dot u_{i\mu}^2+\frac12\sum_{i\mu,j\nu}H_{i\mu,j\nu}u_{i\mu}u_{j\nu}.$$

There is no linear term, because the forces vanish at the minimum. The matrix $H$ is real and symmetric, so it has orthonormal eigenvectors $e^s$. Since all masses are equal, its eigenvalues can be written $M\omega_s^2$. Setting $u_{i\mu}=\sum_sq_se^s_{i\mu}$ removes the cross terms:

$$E=\sum_s\frac M2\left(\dot q_s^2+\omega_s^2q_s^2\right).$$

Three modes have $\omega_s=0$. They move the crystal as a whole and are removed, since they do not displace a molecule relative to its lattice. Each remaining mode is a one-dimensional oscillator, and the integral of section 1 gives $\langle q_s^2\rangle=k_BT/(M\omega_s^2)$. Because the eigenvectors are orthonormal,

$$\sum_i\langle|\mathbf u_i|^2\rangle=\sum_s{}'\langle q_s^2\rangle=\frac{k_BT}{M}\sum_s{}'\frac1{\omega_s^2},$$

where the prime marks the omission of the three uniform modes. The sites are equivalent, so each molecule has $1/N$ of this sum. Define the Lindemann frequency $\omega_L$ by

$$\frac1{\omega_L^2}=\left\langle\frac1{\omega^2}\right\rangle=\frac1{3N}\sum_s{}'\frac1{\omega_s^2}. \tag{4}$$

Then $\langle u^2\rangle=3k_BT/(M\omega_L^2)$, and the criterion gives

$$\boxed{T_m=\frac{c_L^2M\omega_L^2a^2}{3k_B}} \tag{5}$$

The average (4) favours soft modes, which carry the largest displacements. It stays finite in a large three-dimensional crystal: for sound waves the number of modes per unit frequency grows as $\omega^2$, which cancels the $1/\omega^2$. In two dimensions that number grows as $\omega$, the integral of $\omega/\omega^2$ diverges logarithmically at low frequency, and criterion (2) cannot be used for a large crystal.

## 3. Which frequency to insert

**Debye spectrum.** Suppose that the normalized mode density is $g(\omega)=3\omega^2/\omega_D^3$ up to a cut-off $\omega_D$. Then

$$\left\langle\frac1{\omega^2}\right\rangle=\int_0^{\omega_D}\frac{3\omega^2}{\omega_D^3}\frac{d\omega}{\omega^2}=\frac3{\omega_D^2},$$

so $\omega_L^2=\omega_D^2/3$ and

$$T_m=\frac{c_L^2M\omega_D^2a^2}{9k_B}.$$

The 9 replaces the 3 because $\omega_D$ is the top of the spectrum.

**Neighbour springs.** Consider a face-centred cubic (fcc) crystal in which each molecule is joined to its twelve neighbours by springs of constant $k$ acting along the bonds. If one molecule moves by $\mathbf u$ while the others stay fixed, a spring along the unit vector $\mathbf n$ stores $\frac12k(\mathbf n\cdot\mathbf u)^2$. The three diagonal elements of $H$ for that molecule therefore sum to $12k$. The trace of $H$ is also the sum of its eigenvalues, so

$$M\langle\omega^2\rangle=\frac{12kN}{3N}=4k .$$

By cubic symmetry, $4k$ is also the stiffness of the fixed cage. The stiffness that sets the true displacement is smaller by the factor

$$R=\langle\omega^2\rangle\left\langle\frac1{\omega^2}\right\rangle\ge1,$$

where the inequality is that of Cauchy and Schwarz and holds for a large crystal. For finite $N$ only $3N-3$ modes enter the sum in (4), and the bound is $(1-1/N)^2$. Averaging the inverse dynamical matrix over a mesh of wavevectors, and extrapolating to an infinitely fine mesh, gives $R=1.679$. Moving neighbours thus raise $\langle u^2\rangle$ by 68% relative to the fixed cage with the same springs. If the rms frequency is put into (5) in place of $\omega_L$, $T_m$ comes out too high by the same factor.

## 4. What the proportionality means

Equation (5) gives $T_m\propto M$ when $\omega_L$, $a$ and $c_L$ are held fixed. A change of isotope holds something else fixed: the forces. Then $H$ is unchanged, each $\omega_s^2$ falls as $1/M$, and the stiffness

$$K_L=M\omega_L^2$$

does not change. Neither does the classical $T_m=c_L^2K_La^2/(3k_B)$. The reason is general: the classical distribution of positions is $e^{-V/k_BT}$, in which no mass appears. A heavy molecule melts high in this model if its crystal is stiff, and, as long as rotations are left out, mass is needed only to turn a measured frequency into a stiffness. When displacements couple to rotations (section 7), the frequencies depend on the moments of inertia as well, and $M\omega^2$ is no longer the stiffness.

The criterion itself is empirical. True melting occurs where the free energies of solid and liquid are equal, and (2) does not mention the liquid. There is, however, a family of substances for which a common $c_L$ can be derived. Let their potential energies have one shape,

$$V=\varepsilon\,\Phi(\mathbf r_1/\sigma,\mathbf r_2/\sigma,\dots),$$

with any orientation angles entering $\Phi$ in the same way. Only the energy scale $\varepsilon$ and the length scale $\sigma$ differ. At negligible pressure, the classical weight $e^{-V/k_BT}$ in scaled coordinates depends on $k_BT/\varepsilon$ alone. Both phases scale alike, so all members melt at the same $k_BT_m/\varepsilon$, and there they share the same value of $\sqrt{\langle u^2\rangle}/a$. Since a stiffness scales as $\varepsilon/\sigma^2$ and $a$ scales as $\sigma$, $K_La^2\propto\varepsilon\propto T_m$, if $K_L$ and $a$ are taken at the same scaled temperature. Within such a family the proportionality holds even though melting is anharmonic. Molecules of different shape, flexibility or hydrogen bonding do not form such a family, and their $c_L$ may differ.

## 5. A worked example

Choose round parameters for a soft molecular solid: $M=190$ u, $a=0.65$ nm, $f_L=0.85$ THz (28.4 cm$^{-1}$) and $c_L=0.07$. The angular frequency is

$$\omega_L=2\pi(0.85\ \mathrm{THz})=5.341\ \mathrm{rad/ps}.$$

With $M=3.155\times10^{-25}$ kg, the stiffness is

$$K_L=(3.155\times10^{-25}\ \mathrm{kg})(5.341\times10^{12}\ \mathrm{s^{-1}})^2=9.00\ \mathrm{N/m}.$$

The melting temperature follows:

$$T_m=\frac{(0.07)^2(9.00\ \mathrm{N/m})(0.65\times10^{-9}\ \mathrm m)^2}{3(1.381\times10^{-23}\ \mathrm{J/K})}\approx450\ \mathrm K ,$$

or about 177 °C. The rms displacement there is $0.07\times0.65=0.0455$ nm. The equivalent Debye frequency is $\sqrt3f_L=1.47$ THz, a Debye temperature $\hbar\omega_D/k_B$ of 70.7 K.

The result is sensitive to its inputs. Taking the logarithm of (5) and differentiating gives

$$\frac{\delta T_m}{T_m}=\frac{\delta M}{M}+2\frac{\delta\omega_L}{\omega_L}+2\frac{\delta a}{a}+2\frac{\delta c_L}{c_L}.$$

With the other inputs fixed, $c_L=0.06$, $0.08$ and $0.10$ give 330, 587 and 918 K. An absolute prediction therefore needs a $c_L$ calibrated on related substances. The value 0.07 is a choice for this example and not a typical one: section 8 shows that a simple fcc crystal melts at a larger ratio.

If the crystal is fcc with neighbour springs, $k=RK_L/4=3.78$ N/m. Its rms frequency is $\sqrt R f_L=1.10$ THz, and using that in (5) would give 755 K.

The sum over modes can be compared with motion in a small crystal. Langevin dynamics, which adds friction and matching random forces to Newton's equations, was run for 64 molecules with these springs and periodic boundaries at the predicted $T_m$. The sampled rms displacement was $0.0622a$ for mass $M$ and $0.0624a$ for mass $2M$. The mode sum for the same 64 molecules gives $0.0623a$. Doubling the mass at fixed forces changes the sampled value by less than 1%, as expected from a classical average that does not depend on mass. The value lies below $0.07a$ mainly because the small crystal lacks the long waves that contribute in a large one.

## 6. Quantum motion

For a quantum oscillator, the mean potential energy is half the mean total energy. Hence

$$M\omega^2\langle q^2\rangle=\hbar\omega\left(\frac12+\frac1{e^x-1}\right)=\frac{\hbar\omega}2\coth\frac x2,\qquad x=\frac{\hbar\omega}{k_BT}.$$

For small $x$, $\coth(x/2)=2/x+x/6+\dots$, so

$$\langle q^2\rangle=\frac{k_BT}{M\omega^2}+\frac{\hbar^2}{12Mk_BT}+\dots$$

The second term does not contain $\omega$. Averaging over modes therefore leaves it unchanged, and to this order

$$\langle u^2\rangle=\frac{3k_BT}{M\omega_L^2}\left[1+\frac1{12}\left(\frac{\hbar\omega_L}{k_BT}\right)^2\right].$$

Let $T_0$ be the classical value (5) and $\theta=\hbar\omega_L/k_B$. The criterion becomes $T+\theta^2/(12T)=T_0$, so $T\approx T_0-\theta^2/(12T_0)$. In the example $\theta/T_0=0.0907$, and the shift is

$$-\frac{(450\ \mathrm K)(0.0907)^2}{12}\approx-0.31\ \mathrm K.$$

At fixed forces $\theta^2\propto1/M$, so in this model a heavier isotope melts higher by a fraction of this small amount. Any effect of the isotope through the internal vibrations of the molecule is left out. The expansion requires $\hbar\omega\ll k_BT$ for all the lattice modes. At melting, (5) with $\omega_L=\sqrt{K_L/M}$ gives $\theta/T_0=3\hbar/(c_L^2a^2\sqrt{MK_L})$. For given $c_L$ and $a$, the expansion therefore fails first for light molecules in soft crystals, which melt at low temperature.

## 7. Librations

A rigid molecule also rocks about its site. Let an angle $\varphi$ be coupled to the displacement $x$:

$$V=\tfrac12K_xx^2+Gx\varphi+\tfrac12K_\varphi\varphi^2 .$$

Completing the square in $\varphi$ gives

$$V=\tfrac12K_\varphi\left(\varphi+\frac{Gx}{K_\varphi}\right)^2+\tfrac12K_x(1-g^2)x^2,\qquad g=\frac G{\sqrt{K_xK_\varphi}} .$$

Integration over $\varphi$ gives a factor independent of $x$. What remains is an oscillator of stiffness $K_x(1-g^2)$, with $|g|<1$ for stability. The molecule can turn to ease its way past its neighbours, so it moves further. Coupling to the molecule's own rotation requires a site without inversion symmetry. At a centre of inversion $G=0$, because inversion reverses $x$ but not $\varphi$, and to second order in the energy a displacement can then couple only to the rotations of other molecules. Such coupling also enlarges $\langle u^2\rangle$.

In this model of one molecule in a fixed cage, if all three directions are affected alike (which needs a site with no mirror or other improper symmetry operation, since such an operation reverses the sign of the determinant of the coupling matrix and so makes it zero) and the bare stiffness is kept at 9.00 N/m, an illustrative $g=0.3$ raises $\langle u^2\rangle$ by the factor $1/0.91=1.099$ and lowers $T_m$ to 409 K. No such correction is due if $K_L$ was obtained from a measured $\langle u^2\rangle$ through $K_L=3k_BT/\langle u^2\rangle$, because that stiffness already contains the coupling.

## 8. Expansion and anharmonicity

**Thermal expansion.** Suppose that $f_L$ and $a$ were measured at $T_r=300$ K. On heating, the volume grows as $V/V_r=e^{\beta(T-T_r)}$, the frequencies fall as $V^{-\gamma}$, where $\gamma$ is the Grüneisen parameter, and $a$ grows as $V^{1/3}$. In (5), $\omega_L^2a^2$ then varies as $V^{-2\gamma+2/3}$, so

$$T=T_0e^{-s(T-T_r)},\qquad s=\left(2\gamma-\tfrac23\right)\beta .$$

Multiplying by $s\,e^{sT}$ gives $sT\,e^{sT}=sT_0e^{sT_r}$. The Lambert function $W$ is defined by $We^W=z$, hence

$$T_m=\frac1sW\!\left(sT_0e^{sT_r}\right).$$

With the rough values $\gamma=3.0$ and $\beta=3.0\times10^{-4}$ K$^{-1}$, $s=1.6\times10^{-3}$ K$^{-1}$ and $T_m=390$ K, which is 13% below $T_0$. Softening outweighs the larger spacing because $2\gamma>2/3$. If $f_L$ and $a$ are taken at the melting point itself, this correction is already included.

**An anharmonic cage.** Even at fixed volume, the potential is not a parabola. Let the neighbours attract and repel through the Lennard-Jones potential

$$\phi(r)=\varepsilon\left[(a/r)^{12}-2(a/r)^6\right].$$

Its minimum is at $r=a$, where $\phi''=(156-84)\varepsilon/a^2=72\varepsilon/a^2$. Matching this to $k$ gives $\varepsilon=ka^2/72=0.138$ eV. Each molecule has twelve bonds, each shared by two molecules, so the lattice energy from nearest neighbours alone is $6\varepsilon=0.83$ eV per molecule. The cage serves only to illustrate anharmonicity: at 450 K, $k_BT/\varepsilon=0.28$, whereas a Lennard-Jones crystal at low pressure melts near 0.7. At that scaled temperature the harmonic springs give $\langle u^2\rangle/a^2=3(0.7)R/(4\cdot72)=0.0122$, a ratio of 0.11, so the $c_L=0.07$ of the example lies well below the value for such a crystal in definition (2).

A numerical Boltzmann average for one molecule inside twelve such neighbours, held fixed, gives $\langle u^2\rangle$ at 450 K as 0.889 times its harmonic value. The cage is stiffer than its parabola at these amplitudes. In a fixed cage this would raise the temperature at which (2) is met, against the effect of expansion. The size of the effect cannot be carried over to a crystal whose neighbours move, for which it has not been computed here.

The same cage gives a Grüneisen parameter close to the chosen $\gamma$. Its stiffness is a third of the summed second derivatives, $K=4(\phi''+2\phi'/r)$. At $r=a$, $\phi'=0$ and $\phi'''=-1512\varepsilon/a^3$, so

$$\frac{d\ln K}{d\ln r}=\frac{-1512+144}{72}=-19 .$$

Since $\omega\propto K^{1/2}$ and $V\propto r^3$, $\gamma=19/6\approx3.17$. This value belongs to the rms frequency. That of $\omega_L$, which gives more weight to soft modes, can differ somewhat. The expansivity $\beta$ was chosen independently and not derived from this potential, so the 13% belongs to the chosen values and not to the Lennard-Jones model.

## 9. Beside a real precursor

The mass and melting temperature of the example are close to those of ferrocene, a volatile metal-organic solid used as a vapour source in film growth. Its molecular mass is roughly 190 u and it melts at roughly 450 K. The agreement with the example is no evidence for the criterion, since $c_L$ was chosen to bring the result into this range. Real ferrocene is neither cubic nor made of spherical molecules, and its stiffness is not constant on heating. For the example's numbers, that last failure, together with the growth of $a$, moves the result by $-13\%$ if room-temperature data are used.

For a precursor that should be delivered as a liquid, (5) suggests lowering $K_La^2$, the stiffness times the squared spacing. This advice applies only among molecules with nearly equal $c_L$, and chemical similarity does not ensure that: a substituent changes the shape of the molecule, and $c_L$ may change with it (section 4). It says nothing about sublimation, decomposition before melting, or a transition to another solid phase, any of which may decide whether the liquid can be used.
